# Inelastic Mean Free Path of Electrons from the Dielectric Loss Function

## Part I. From one atomic transition to the general formula

### A gas with a single transition

Consider an electron of mass $m$, wavevector $\mathbf k$ and kinetic energy $E=\hbar^2k^2/2m$ that crosses a dilute gas of hydrogen atoms. Suppose that one process matters: the atom goes from 1s to 2s and the electron loses the energy $W_1$. If $n_a$ is the number of atoms per volume and $\sigma$ the cross section, the inverse mean free path is $n_a\sigma$. This case already contains the structure of the general result.

The incident electron is at $\mathbf r$, the atomic electron at $\mathbf x$, and the nucleus is fixed at the origin. The two electrons are treated as distinguishable. In first Born theory the projectile is described by plane waves before and after the collision, and the interaction acts once. With plane waves normalized in a volume $\Omega$, and a final wavevector $\mathbf k'=\mathbf k-\mathbf q$, the matrix element of the electron repulsion contains

$$\frac1\Omega\int d^3r\,e^{i\mathbf q\cdot\mathbf r}\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf x|}
=\frac{v_q}{\Omega}e^{i\mathbf q\cdot\mathbf x},\qquad v_q=\frac{e^2}{\varepsilon_0q^2}.$$

The shift $\mathbf r\to\mathbf r+\mathbf x$ produces the phase. The value of $v_q$ follows from Poisson's equation $\nabla^2(1/4\pi r)=-\delta(\mathbf r)$: its Fourier transform is $-q^2$ times the transform of $1/4\pi r$, and it equals $-1$. The attraction to the nucleus does not depend on $\mathbf x$, so its matrix element vanishes because the 1s and 2s states are orthogonal. What remains is $(v_q/\Omega)F(q)$, with the form factor $F(q)=\langle 2s|e^{i\mathbf q\cdot\mathbf x}|1s\rangle$.

The golden rule gives the transition rate

$$w=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\frac{v_q^2}{\Omega^2}|F(q)|^2\,\delta(E-E'-W_1),\qquad E'=\frac{\hbar^2k'^2}{2m}.$$

The sum becomes $\Omega\int d^3k'/(2\pi)^3$, and $k'^2dk'=(mk'/\hbar^2)\,dE'$. The delta function removes the integral over $E'$. Division by the incident flux $v/\Omega$, with $v=\hbar k/m$, cancels the remaining volume factors:

$$\sigma=\frac{m}{\hbar k}\,\frac{2\pi}{\hbar}\,\frac{1}{8\pi^3}\,\frac{mk'}{\hbar^2}\int d\Omega'\,v_q^2|F|^2
=\frac{m^2}{4\pi^2\hbar^4}\frac{k'}{k}\int d\Omega'\,v_q^2|F|^2 .$$

Here $d\Omega'$ is the element of solid angle of $\mathbf k'$. The angle can be exchanged for $q$. From $q^2=k^2+k'^2-2kk'\cos\theta$ one has $q\,dq=kk'\sin\theta\,d\theta$, hence $d\Omega'=2\pi q\,dq/(kk')$. One of the two factors $v_q$ is written out, so that $v_q^2\,q\,dq=v_q(e^2/\varepsilon_0)\,dq/q$. Then

$$\sigma=\frac{m^2e^2}{2\pi\varepsilon_0\hbar^4k^2}\int_{k-k'}^{k+k'}\frac{dq}{q}\,v_q|F|^2
=\frac{1}{a_0E}\int_{k-k'}^{k+k'}\frac{dq}{q}\,v_q|F|^2 .$$

The last step uses $\hbar^2k^2=2mE$ and the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$. The measure $dq/q$ therefore arises from the solid angle and one Coulomb factor. The factor $1/E$ comes from the flux and the same change of variable.

For hydrogen the integral is elementary. Let $x=qa_0$, measure the radius $r$ of the atomic electron in units of $a_0$, and set $\beta=3/2$, $D=\beta^2+x^2$. In these units the wavefunctions are $e^{-r}/\sqrt\pi$ and $(1-r/2)e^{-r/2}/\sqrt{8\pi}$. The angular average of $e^{i\mathbf q\cdot\mathbf x}$ is $\sin(xr)/(xr)$, so

$$F=\frac{\sqrt2}{x}\int_0^\infty dr\left(r-\frac{r^2}{2}\right)\sin(xr)\,e^{-\beta r}.$$

The imaginary parts of $1/(\beta-ix)^2$ and $2/(\beta-ix)^3$ give the integrals with $r$ and $r^2$. They are $2\beta x/D^2$ and $2x(3\beta^2-x^2)/D^3$. Therefore

$$F=\sqrt2\,\frac{2\beta D-3\beta^2+x^2}{D^3}=\frac{4\sqrt2\,x^2}{(x^2+9/4)^3}.$$

With $E_h=e^2/(4\pi\varepsilon_0a_0)$ we have $v_q=4\pi a_0^3E_h/x^2$. Since $|F|^2/x^3=32x/(x^2+9/4)^6$, the substitution $u=x^2$ gives

$$\sigma=\frac{64\pi}{5}\frac{E_h}{E}a_0^2\left[\frac1{(x_-^2+9/4)^5}-\frac1{(x_+^2+9/4)^5}\right],\qquad x_\pm=(k\pm k')a_0 .$$

For a fixed nucleus the levels are $-E_h/2$ and $-E_h/8$, so $W_1=3E_h/8=10.204$ eV and $E_h=27.21$ eV. At $E=200$ eV, $ka_0=\sqrt{2E/E_h}=3.834$ and $k'a_0=3.735$. The first bracket term is about $0.01697$, the second is negligible, and $\sigma=0.0928\,a_0^2$. This is the first Born value for one transition without exchange. It is not the total inelastic cross section of hydrogen.

The inverse mean free path of the gas can be written with an integral over a variable loss $W$:

$$n_a\sigma=\frac1{\pi a_0E}\int dW\int\frac{dq}{q}\,\big[\pi n_av_q|F(q)|^2\delta(W-W_1)\big].$$

The bracket depends on the medium, and the rest on the projectile. In a dense medium the bracket becomes the loss function $\mathrm{Im}[-1/\varepsilon(q,W)]$, where $\varepsilon$ is the longitudinal dielectric function.

### The rate in a many-electron medium

Let the medium fill the volume $\Omega$ and be homogeneous and isotropic. Its ions are fixed, and its electrons are at positions $\mathbf x_j$. It starts in its ground state $|0\rangle$. Its excited states $|n\rangle$, with excitation energies $W_n=E_n-E_0$, are eigenstates of the full Hamiltonian of the medium, including the repulsion among its electrons. Define

$$\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf x_j},\qquad \rho_{\mathbf q}^\dagger=\sum_je^{i\mathbf q\cdot\mathbf x_j}.$$

The projectile interacts with each electron as before, so the matrix element for $\mathbf k\to\mathbf k-\mathbf q$ and $0\to n$ is $(v_q/\Omega)\langle n|\rho_{\mathbf q}^\dagger|0\rangle$. The fixed ions again drop out by orthogonality. The projectile has a free parabolic energy band and gives up

$$W_{\mathbf q}=\frac{\hbar^2}{2m}\big[k^2-|\mathbf k-\mathbf q|^2\big]=\frac{\hbar^2}{2m}\big(2\mathbf k\cdot\mathbf q-q^2\big).$$

All final projectile states are taken to be empty. The golden rule, summed over $n$ and $\mathbf q$, gives the total inelastic rate

$$\Gamma=\frac{2\pi}{\hbar}\sum_{\mathbf q}\frac{v_q^2}{\Omega^2}S(q,W_{\mathbf q}),\qquad
S(q,W)=\sum_{n\ne0}|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2\,\delta(W-W_n).$$

The function $S$ has the unit of an inverse energy. It vanishes for $W<0$, because a medium in its ground state has no energy to give. Isotropy makes it depend on the length of $\mathbf q$ and not on its direction.

### Density response and its imaginary part

The sum over excited states is seldom available. The dielectric function carries the same information, and the link is found by applying a weak external potential energy to the electrons of the medium. Its time dependence is $e^{-izt/\hbar}$ with $z=W+i\eta$, where a small $\eta>0$ switches the perturbation on slowly from the distant past:

$$H'(t)=U\rho_{\mathbf q}^\dagger e^{-izt/\hbar}+U^*\rho_{\mathbf q}e^{iz^*t/\hbar}.$$

Write the perturbed state as $e^{-iE_0t/\hbar}\big[|0\rangle+\sum_nc_n(t)e^{-iW_nt/\hbar}|n\rangle\big]$. First-order perturbation theory gives

$$c_n(t)=-\frac i\hbar\int_{-\infty}^tdt'\,e^{iW_nt'/\hbar}\langle n|H'(t')|0\rangle .$$

Both time integrals converge at $-\infty$ because of $\eta$. The result is

$$c_n=\frac{U\langle n|\rho_{\mathbf q}^\dagger|0\rangle}{z-W_n}e^{i(W_n-z)t/\hbar}
-\frac{U^*\langle n|\rho_{\mathbf q}|0\rangle}{z^*+W_n}e^{i(W_n+z^*)t/\hbar}.$$

The change of the density component $\langle\rho_{\mathbf q}\rangle$ is, to first order,

$$\delta\langle\rho_{\mathbf q}\rangle=\sum_n\Big[\langle0|\rho_{\mathbf q}|n\rangle c_ne^{-iW_nt/\hbar}+c_n^*e^{iW_nt/\hbar}\langle n|\rho_{\mathbf q}|0\rangle\Big].$$

We need the part that varies as $e^{-izt/\hbar}$. It comes from the first term of $c_n$ and from the complex conjugate of the second. Writing it as $\chi Ue^{-izt/\hbar}$ defines the density response

$$\chi(q,W)=\sum_n|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2\left[\frac1{W-W_n+i\eta}-\frac1{W+W_n+i\eta}\right].$$

The second numerator was originally $|\langle n|\rho_{\mathbf q}|0\rangle|^2$. Reversing $\mathbf q$ turns one operator into the other, so in an isotropic medium the two sums agree at each excitation energy.

As $\eta\to0$, the imaginary part of $1/(y+i\eta)$, which is $-\eta/(y^2+\eta^2)$, tends to $-\pi\delta(y)$. For $W>0$ the second fraction has no resonance. Hence

$$\mathrm{Im}\,\chi(q,W)=-\pi S(q,W),\qquad W>0 .$$

The minus sign belongs to the time convention $e^{-iWt/\hbar}$ and to the definition of $U$ as a potential energy of electrons. With the opposite time convention the sign of every imaginary part changes.

### From density response to the dielectric function

The induced density varies in space as $\delta\langle\rho_{\mathbf q}\rangle e^{i\mathbf q\cdot\mathbf r}/\Omega$. An electron in the medium feels the Coulomb potential energy of this density, whose amplitude is $v_q\chi U/\Omega$. The dielectric function is the ratio of the external to the total potential, so

$$\frac1{\varepsilon(q,W)}=\frac{U+v_q\chi U/\Omega}{U}=1+\frac{v_q}{\Omega}\chi(q,W).$$

Retardation of the electromagnetic field is neglected here. Homogeneity is needed as well: in a crystal a potential with wavevector $\mathbf q$ also induces density at $\mathbf q$ plus reciprocal lattice vectors. Taking the imaginary part gives

$$L(q,W)\equiv\mathrm{Im}\left[-\frac1{\varepsilon(q,W)}\right]=\frac{\pi v_q}{\Omega}S(q,W),\qquad W>0 .$$

The loss function $L$ is dimensionless and not negative. For the dilute gas, $n_a\Omega$ independent atoms each contribute $|F|^2\delta(W-W_1)$ to $S$, and the bracket of the opening example is recovered.

Screening enters through the exact excited states of the medium. The golden rule contains the bare $v_q^2$ and the full $S$; dividing $v_q$ by $\varepsilon$ once more would count the screening twice. First order refers to the coupling between projectile and medium, not to the interactions inside the medium.

### The change of variables

Replace $S$ in the rate by $\Omega L/(\pi v_q)$. One factor $v_q$, one factor $\Omega$ and the factor $\pi$ cancel:

$$\Gamma=\frac2\hbar\,\frac1\Omega\sum_{\mathbf q}v_qL(q,W_{\mathbf q})
=\frac2\hbar\int_{W_{\mathbf q}>0}\frac{d^3q}{(2\pi)^3}\,v_qL(q,W_{\mathbf q}).$$

Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $d^3q=2\pi q^2\,dq\,d\mu$, and at fixed $q$ the relation $W=\hbar^2(2kq\mu-q^2)/2m$ gives $d\mu=m\,dW/(\hbar^2kq)$. Thus

$$\Gamma=\frac2\hbar\,\frac{2\pi}{8\pi^3}\iint q^2dq\,\frac{m\,dW}{\hbar^2kq}\,\frac{e^2}{\varepsilon_0q^2}L
=\frac{me^2}{2\pi^2\varepsilon_0\hbar^3k}\iint dW\,\frac{dq}{q}\,L(q,W).$$

The mean free path is $\lambda=v/\Gamma$. Division by $v=\hbar k/m$, followed by $\hbar^2k^2=2mE$, turns the prefactor into

$$\frac{m^2e^2}{2\pi^2\varepsilon_0\hbar^4k^2}=\frac{me^2}{4\pi^2\varepsilon_0\hbar^2E}=\frac1{\pi a_0E}.$$

The limits follow from $|\mu|\le1$. The condition $\mu\le1$ reads $q^2-2kq+2mW/\hbar^2\le0$, so $q$ lies between the two roots of this quadratic. The condition $\mu\ge-1$ holds for every $W>0$. The roots are real for $W\le E$. The result is

$$\boxed{\frac1{\lambda(E)}=\frac1{\pi a_0E}\int_0^EdW\int_{q_-}^{q_+}\frac{dq}{q}\,\mathrm{Im}\left[-\frac1{\varepsilon(q,W)}\right],\qquad q_\pm=k\pm\sqrt{k^2-\frac{2mW}{\hbar^2}} .}$$

The lower limit $q_-$ belongs to forward scattering and $q_+$ to backward scattering.

## Part II. Evaluation, limits and a model insulator

The symbols carried over are the electron energy $E=\hbar^2k^2/2m$, its speed $v=\hbar k/m$, the energy loss $W$, the momentum transfer $\hbar q$, the Bohr radius $a_0$ and the loss function $L(q,W)=\mathrm{Im}[-1/\varepsilon(q,W)]$. With $q_\pm=k\pm\sqrt{k^2-2mW/\hbar^2}$, Part I gives

$$\frac1\lambda=\frac{J(E)}{\pi a_0E},\qquad J(E)=\int_0^EdW\int_{q_-}^{q_+}\frac{dq}{q}L(q,W).$$

Here $J$ is an energy. If $E$ and $W$ are in eV and $a_0$ is in nm, $1/\lambda$ comes out in nm$^{-1}$.

### Loss spectrum, stopping power and sampling

The integrand of the outer integral is the inverse mean free path per unit energy loss:

$$\frac{d\lambda^{-1}}{dW}=\frac1{\pi a_0E}\int_{q_-}^{q_+}\frac{dq}{q}L(q,W).$$

Weighting each collision by its loss gives the stopping power, the mean energy lost per path length. The mean loss per collision follows by multiplication with $\lambda$:

$$\mathcal S=\frac1{\pi a_0E}\int_0^EdW\,W\int_{q_-}^{q_+}\frac{dq}{q}L(q,W),\qquad \overline W=\lambda\mathcal S .$$

A transport simulation can draw $W$ and $q$ from the joint probability density $L(q,W)/(qJ)$ on the allowed region. The scattering angle $\theta$ of the electron then follows from

$$\cos\theta=\frac{k^2+k'^2-q^2}{2kk'},\qquad k'=\sqrt{k^2-2mW/\hbar^2}.$$

Isotropy leaves the azimuth uniformly distributed.

### Variables for the double integral

The square root in $q_\pm$ has an infinite slope at $W=E$. The substitution $W=E(1-t^2)$ removes it, because then $q_\pm=k(1\pm t)$ with $0\le t\le1$. In the inner integral $\ln q$ is the natural variable. Let $u$ run from 0 to 1 and set

$$\Lambda(t)=\ln\frac{1+t}{1-t},\qquad q=k(1-t)e^{\Lambda u},\qquad \frac{dq}q=\Lambda\,du .$$

Since $|dW|=2Et\,dt$,

$$J=\int_0^1dt\,2Et\,\Lambda(t)\int_0^1du\,L(q,W).$$

The same region can be described with $q$ as the outer variable. The inequality $\mu\le1$ reads $W\le W_{\max}(q)=\hbar^2(2kq-q^2)/2m$, so

$$J=\int_0^{2k}\frac{dq}qG(q),\qquad G(q)=\int_0^{W_{\max}(q)}dW\,L(q,W).$$

The point $q=0$ is harmless if $L$ vanishes linearly at small $W$. In that case $W_{\max}\approx\hbar vq$ makes $G$ proportional to $q^2$, which outweighs the $1/q$.

### A model loss function

An implementation needs $L$ at finite $q$, not just optical data at $q\approx0$. As an example take a model insulator with one damped resonance:

$$\frac1\varepsilon=1+\frac{E_p^2}{W^2-W_r^2+i\gamma W},\qquad W_r(q)=W_0+\frac{\hbar^2q^2}{2m}.$$

The parameters are $E_p=20$ eV, $W_0=25$ eV and $\gamma=10$ eV. They are round values and describe no particular material. At large $q$ the resonance is dominated by $\hbar^2q^2/2m$, the recoil energy of a free electron initially at rest; the offset $W_0$ remains but becomes relatively small. The imaginary part is

$$L(q,W)=\frac{E_p^2\gamma W}{(W^2-W_r^2)^2+\gamma^2W^2}.$$

The static dielectric constant is $1/(1-E_p^2/W_0^2)=1/0.36=2.78$. At small $W$ and $q=0$ the loss function is about $E_p^2\gamma W/W_0^4$. It is small but not zero, whereas a real insulator in its ground state has no electronic losses below its lowest electronic excitation energy. The model should not be used for electrons whose energy is comparable with that threshold.

The integral over $W$ can be done in closed form. With $s^2=W_r^2-\gamma^2/4$ and $c=W_r^2-\gamma^2/2$, completing the square in $W^2$ gives

$$(W^2-W_r^2)^2+\gamma^2W^2=(W^2-c)^2+\gamma^2s^2 .$$

The substitution $y=W^2$, $W\,dW=dy/2$, then yields

$$G(q)=\frac{E_p^2}{2s}\left[\arctan\frac{W_{\max}^2-c}{\gamma s}+\arctan\frac c{\gamma s}\right].$$

The first moment of $L$ over all losses is also needed below. Dividing numerator and denominator by $W^2$ gives

$$\int_0^\infty dW\,W L=E_p^2I,\qquad I=\int_0^\infty\frac{\gamma\,dW}{(W-W_r^2/W)^2+\gamma^2}.$$

The substitution $W\to W_r^2/W$ reproduces the denominator and multiplies the numerator by $W_r^2/W^2$. Adding the two forms gives $2I=\int\gamma\,dy/(y^2+\gamma^2)$, with $y=W-W_r^2/W$ running from $-\infty$ to $\infty$. Hence $2I=\pi$ and

$$\int_0^\infty dW\,W L(q,W)=\frac\pi2E_p^2=628.3\ \mathrm{eV}^2$$

at every $q$. Dispersion moves the losses to higher energy but does not change this moment.

### An electron of 80 eV

An electron of this energy is relevant to extreme-ultraviolet exposure of a resist. Its wavevector is $k=45.82$ nm$^{-1}$ and its speed is $5.305\times10^6$ m/s. Consider first the loss $W=W_0=25$ eV. Then $\sqrt{1-25/80}=0.8292$ and

$$q_\pm=45.82\,(1\pm0.8292)\ \mathrm{nm}^{-1},\qquad q_-=7.83\ \mathrm{nm}^{-1},\quad q_+=83.82\ \mathrm{nm}^{-1}.$$

At $q=0$ the loss function would be $E_p^2/(\gamma W_0)=1.6$. At $q_-$ the recoil term is $80(q_-/k)^2=2.3$ eV, and $L$ has dropped to about $1.29$. At $q_+$ it is of order $10^{-5}$, because the resonance has moved far above 25 eV. Adaptive quadrature in $\ln q$ gives $0.6026$ for the inner integral. If $L$ were held at its $q=0$ value, the result would be $1.6\ln(q_+/q_-)=3.79$. In this model the dispersion thus reduces the inverse mean free path per unit loss at $W=25$ eV by a factor of about six. The factor depends on $W$ and is only about two at 30 eV.

The prefactor is

$$\frac1{\pi a_0E}=\frac1{\pi(0.052918\ \mathrm{nm})(80\ \mathrm{eV})}=0.07519\ \mathrm{nm^{-1}\,eV^{-1}},$$

so the inverse mean free path per unit loss at 25 eV is $0.07519\times0.6026=0.0453$ nm$^{-1}$ eV$^{-1}$.

The double integral, evaluated by Gauss–Legendre quadrature with 600 nodes in each of the variables $t$ and $u$, is $J=21.149$ eV. Therefore

$$\frac1\lambda=0.07519\times21.149\ \mathrm{nm}^{-1}=1.590\ \mathrm{nm}^{-1},\qquad \lambda=0.629\ \mathrm{nm}=6.29\ \text{Å}.$$

The collision rate $v/\lambda$ is $8.44\times10^{15}$ s$^{-1}$. The same quadrature with the weight $W$ gives a stopping power of $53.6$ eV/nm, and the mean loss is $53.64\times0.6289=33.7$ eV.

The mean loss exceeds the resonance energy $W_0$. Two properties of $L$ act in this direction. At $q=0$ the ratio of its first moment to its area, both taken over all $W$, is already $628.3/22.36=28.1$ eV, because the line has a tail at high energy; the area is calculated below. At finite $q$ the resonance lies higher still. The kinematics acts the other way: losses above $E$ are excluded, and the allowed range $\ln(q_+/q_-)$ shrinks as $W$ grows, which favors small losses. If $L$ kept its $q=0$ form, these two effects would lower the mean loss from 28.1 to 24.2 eV, slightly below $W_0$. The shift of the resonance at finite $q$ is therefore what raises the mean to 33.7 eV.

### Dependence on energy

The same quadrature gives the following values for the model.

| $E$ (eV) | $\lambda$ (nm) | $\mathcal S$ (eV/nm) | $\overline W$ (eV) |
|---:|---:|---:|---:|
| 50 | 1.002 | 25.1 | 25.2 |
| 80 | 0.629 | 53.6 | 33.7 |
| 100 | 0.645 | 55.3 | 35.7 |
| 200 | 0.896 | 44.1 | 39.5 |
| 500 | 1.690 | 25.3 | 42.8 |
| 1000 | 2.892 | 15.4 | 44.5 |

A bounded numerical minimization, with the $q$ integral done by the trapezoidal rule in $\ln q$, places the shortest path at $E=83$ eV, where $\lambda=0.628$ nm. Since $1/\lambda$ is proportional to $J/E$, the minimum of $\lambda$ occurs where

$$\frac{d\ln J}{d\ln E}=1 .$$

Below this energy $J$ grows faster than $E$, as the allowed region opens onto the resonance. Between 50 and 80 eV, $J=\pi a_0E/\lambda$ rises from 8.29 to 21.15 eV, a factor of 2.55, while $E$ rises by 1.6. Above the minimum $J$ grows more slowly than $E$, and the prefactor $1/E$ lengthens the path.

### The high-energy limit

At high energy the growth of $J$ becomes logarithmic. Choose a small wavevector $q_c$ that does not depend on $E$, and split $J$ there. At any fixed $q>q_c$ the limit $W_{\max}$ tends to infinity with $k$. The bracket in $G$ is at most $\pi$, so $G\le\pi E_p^2/(2s)$, which falls as $q^{-2}$ at large $q$. The integral of $G/q$ above $q_c$ therefore tends to a constant.

For $q<q_c$ write $L(q,W)=L(0,W)+[L(q,W)-L(0,W)]$. The difference is of order $q^2$, so its integral with $dq/q$ also tends to a constant. The first term gives

$$\int dW\,L(0,W)\ln\frac{q_c}{q_-},\qquad q_-=\frac{2mW/\hbar^2}{k+\sqrt{k^2-2mW/\hbar^2}}\approx\frac W{\hbar v}\quad(W\ll E).$$

Because $v$ is proportional to $\sqrt E$, the logarithm contributes $\tfrac12\ln E$. Thus

$$J(E)=\frac{\mathcal A}2\ln E+\text{constant}+\text{terms that vanish as }E\to\infty,\qquad \mathcal A=\int_0^\infty dW\,L(0,W).$$

The constant contains the unit chosen for $E$ in the logarithm. It also depends on $L$ at finite $q$, so optical data fix the slope but not the mean free path itself.

For the model, $s=\sqrt{600}$ eV and $c=575$ eV$^2$ at $q=0$. The closed form of $G$ with $W_{\max}\to\infty$ gives $\mathcal A=22.36$ eV and a slope $\mathcal A/2=11.18$ eV. The table values at 500 and 1000 eV correspond to $J=49.18$ and $57.49$ eV. Their difference divided by $\ln2$ is $12.0$ eV, about 7 % above the limiting slope. A logarithmic fit to this range should therefore not be read as a direct measurement of $\mathcal A$.

The mean loss also has a limit. At fixed $q$ the first moment is close to $\pi E_p^2/2$ when $q$ lies between roughly $W_0/(\hbar v)$ and $k$. Below this range $W_{\max}$ lies under the resonance. Above it the recoil energy $\hbar^2q^2/2m$ exceeds $W_{\max}$. The logarithm of the range is $\ln(\hbar vk/W_0)=\ln(2E/W_0)$, so the integral in $\mathcal S$ grows as $(\pi E_p^2/2)\ln E$. Dividing by the leading term of $J$ gives

$$\overline W\to\frac{\pi E_p^2}{\mathcal A}=56\ \mathrm{eV}.$$

The approach is logarithmic, and the table has reached 44.5 eV at 1000 eV. Both limits are formal limits of the nonrelativistic expression.

### Numerical resolution

At large $W$ the integrand has a narrow ridge where $W_r(q)=W$. Near it, $W^2-W_r^2\approx2W(W-W_r)$, so the half-width at half maximum is $\gamma/2$ in energy. Since $dW_r/d\ln q=2(W-W_0)$ on the ridge, the half-width in the integration variable is

$$\delta(\ln q)\approx\frac\gamma{4(W-W_0)}.$$

The spacing of the nodes should be smaller than this wherever the ridge contributes appreciably. A grid that suffices at 80 eV can fail at higher energies or for a smaller $\gamma$. For $W\ll E$, the form of $q_-$ with the sum in the denominator avoids the subtraction of nearly equal numbers. The approximation $q_-\approx W/(\hbar v)$ is less safe: at $E=80$ eV and $W=25$ eV it gives $7.16$ instead of $7.83$ nm$^{-1}$.

### Where the result fails

The Born approximation requires a weak coupling between the projectile and the medium. For the bare Coulomb interaction its strength can be measured by $e^2/(4\pi\varepsilon_0\hbar v)$. At 80 eV it equals 0.41, which is not small. The value $\lambda=0.629$ nm is thus the first Born result for the model, without a controlled error for a real resist. The measure falls as $E^{-1/2}$ and is about 0.12 at 1000 eV.

Exchange between the projectile and the electrons of the medium has been left out. It matters when the ejected and the scattered electron have comparable energies. The upper limit $W=E$ belongs to a distinguishable projectile; replacing it by another limit does not supply the missing interference between direct and exchange amplitudes.

In a metal the final state must lie above the Fermi energy $E_F$. If both energies are measured from the bottom of a parabolic band, the condition $E-W\ge E_F$ lowers the upper limit on $W$ to $E-E_F$. In an insulator $E$ is measured from the bottom of the conduction band, whose states are taken to be empty and free-electron-like.

The formula also assumes a medium that looks homogeneous and isotropic to the electron. In an anisotropic medium the three-dimensional integral over $\mathbf q$ must be kept, with a loss function that depends on direction. Surfaces and strong local fields need a response that is not diagonal in $\mathbf q$. Because the ions are fixed, energy loss to vibrations is absent. The medium starts in its ground state, so the electron cannot gain energy from it. At high energy the kinematics become relativistic. The ratio $E/mc^2$, where $c$ is here the speed of light, gives the order of magnitude of the relative correction and is $0.002$ at 1000 eV.
